\section*{Townsend Self-Sustainment with Electron Attachment, part 1}

(Sections cited here and not found follow in the second part.)

\section{Fluxes, cathode feedback and the threshold}

A gas fills the space between two plane parallel electrodes. The cathode is at $x=0$ and the anode at $x=d$. A constant voltage produces a uniform electric field that drives electrons and negative ions towards the anode and positive ions towards the cathode. Some outside agent, such as weak ultraviolet light, releases a small flux $\Gamma_0$ of electrons from the cathode. The question is under what condition the discharge can continue when this agent is removed.

Three coefficients describe the processes.
\begin{itemize}
\item $\alpha$ is the mean number of ionizing collisions made by one electron per unit length of its advance towards the anode. Each produces one new electron and one singly charged positive ion.
\item $\eta$ is the mean number of attachments per electron and unit length. Each turns a free electron into a singly charged negative ion.
\item $\gamma$ is the mean number of electrons released from the cathode per arriving positive ion.
\end{itemize}
The coefficients $\alpha$ and $\eta$ have the dimension of inverse length, and $\gamma$ is a pure number. We take $\alpha>0$, $\eta\ge 0$ and $\gamma>0$, and treat all three as constant throughout the gap. The motion is one-dimensional, without diffusion or sideways losses. The charge densities are too small to alter the applied field. Negative ions keep their electrons, ions do not recombine in the gas, and positive ions are the sole agents of secondary emission.

The symbols $\Gamma_e$, $\Gamma_p$ and $\Gamma_n$ denote the fluxes of electrons, positive ions and negative ions: numbers of particles crossing unit area per unit time. All three are counted as positive magnitudes, each in the direction in which its particles travel.

\subsection*{(a) Particle balance}

\textbf{Question.} Find the steady-state equations for the three fluxes, and show that their sum does not depend on $x$.

\textbf{Solution.} Consider a slice of unit area between $x$ and $x+dx$. Electrons enter it at $x$ and leave at $x+dx$. Per unit time, ionization adds $\alpha\Gamma_e\,dx$ electrons and attachment removes $\eta\Gamma_e\,dx$. In a steady state the number inside the slice is constant, so the outflow equals the inflow plus the net production:
\begin{equation}
\Gamma_e(x+dx)=\Gamma_e(x)+(\alpha-\eta)\Gamma_e(x)\,dx .
\end{equation}
Subtracting $\Gamma_e(x)$, dividing by $dx$ and letting $dx\to0$ gives
\begin{equation}
\frac{d\Gamma_e}{dx}=(\alpha-\eta)\Gamma_e .
\label{eq:electron}
\end{equation}

Positive ions travel the other way. They enter at $x+dx$ and leave at $x$, so that
\begin{equation}
\Gamma_p(x)=\Gamma_p(x+dx)+\alpha\Gamma_e\,dx
\quad\Longrightarrow\quad
\frac{d\Gamma_p}{dx}=-\alpha\Gamma_e .
\label{eq:positive}
\end{equation}
The minus sign comes from the direction of travel: the ion flux accumulates towards the cathode. Attachment does not enter this equation, since it neither creates nor destroys a positive ion.

Negative ions travel with the electrons and are produced by attachment:
\begin{equation}
\frac{d\Gamma_n}{dx}=\eta\Gamma_e .
\label{eq:negative}
\end{equation}
Adding the three equations, we find
\begin{equation}
\frac{d}{dx}(\Gamma_e+\Gamma_p+\Gamma_n)
=(\alpha-\eta-\alpha+\eta)\Gamma_e=0 .
\end{equation}
The sum is therefore uniform. It has a direct meaning. If $e$ is the elementary charge, the electric current density along $+x$ is
\begin{equation}
J_x=(-e)\Gamma_e+(+e)(-\Gamma_p)+(-e)\Gamma_n
=-e(\Gamma_e+\Gamma_p+\Gamma_n).
\end{equation}
Negative charges moving to the anode and positive charges moving to the cathode contribute with the same sign. The uniform sum expresses the conservation of charge in a steady state.

\subsection*{(b) The electron flux}

\textbf{Question.} Solve for $\Gamma_e(x)$ in terms of its value at the cathode, and describe the three cases $\alpha>\eta$, $\alpha=\eta$ and $\alpha<\eta$.

\textbf{Solution.} Define the net coefficient
\begin{equation}
\beta=\alpha-\eta .
\end{equation}
Multiply \eqref{eq:electron} by $e^{-\beta x}$ and bring all terms to one side. The product rule gives
\begin{equation}
e^{-\beta x}\frac{d\Gamma_e}{dx}-\beta e^{-\beta x}\Gamma_e
=\frac{d}{dx}\left(e^{-\beta x}\Gamma_e\right)=0 .
\end{equation}
The bracket is constant and equals its value at $x=0$, so
\begin{equation}
\Gamma_e(x)=\Gamma_e(0)\,e^{\beta x}.
\label{eq:growth}
\end{equation}
The flux grows towards the anode for $\alpha>\eta$, is uniform for $\alpha=\eta$, and decays for $\alpha<\eta$. The number of electrons reaching the anode per electron leaving the cathode is, on average,
\begin{equation}
G=e^{\beta d}.
\end{equation}
In a given gap, this gain depends on the difference of the two coefficients alone. The next part shows that the number of positive ions does not.

\subsection*{(c) Positive ions returned to the cathode}

\textbf{Question.} Find the mean number $M$ of positive ions reaching the cathode per electron that leaves it. Check the result by counting electrons.

\textbf{Solution.} Integrate \eqref{eq:positive} from cathode to anode:
\begin{equation}
\Gamma_p(d)-\Gamma_p(0)=-\alpha\int_0^d\Gamma_e(x)\,dx .
\end{equation}
The anode emits no positive ions, hence $\Gamma_p(d)=0$. Changing the sign and inserting \eqref{eq:growth}, we obtain
\begin{equation}
\Gamma_p(0)=\alpha\,\Gamma_e(0)\int_0^d e^{\beta x}\,dx .
\end{equation}
For $\beta\ne0$ the integral is $(e^{\beta d}-1)/\beta$. Therefore
\begin{equation}
M=\frac{\Gamma_p(0)}{\Gamma_e(0)}
=\alpha\int_0^d e^{\beta x}dx
=\frac{\alpha}{\alpha-\eta}\left[e^{(\alpha-\eta)d}-1\right].
\label{eq:M}
\end{equation}
For $\beta=0$ the integrand is one and $M=\alpha d$. The closed form approaches this value continuously, because $e^{\beta d}-1=\beta d+O(\beta^2)$. For $\beta<0$ both the bracket and the denominator are negative, and $M$ is positive, as a number of ions must be.

To count electrons, let $A$ be the mean number of attachments per starting electron. By the same integration,
\begin{equation}
A=\eta\int_0^d e^{\beta x}dx=\frac{\eta}{\beta}(G-1).
\end{equation}
Each avalanche starts with one electron and gains $M$ more by ionization. Every one of these either attaches or reaches the anode, so $1+M$ should equal $A+G$. Indeed,
\begin{equation}
M-A=\frac{\alpha-\eta}{\beta}(G-1)=G-1 .
\label{eq:count}
\end{equation}

Equation \eqref{eq:count} explains the factor $\alpha$ in front of \eqref{eq:M}. The quantity $G-1$ is the net gain in free electrons. It is smaller than the number of positive ions by the $A$ electrons lost to attachment. When an electron freed by ionization attaches, the positive ion left by that ionization still travels to the cathode. Replacing the prefactor $\alpha$ by $\alpha-\eta$ would discard this part of the feedback.

\subsection*{(d) The cathode balance}

\textbf{Question.} Include the external emission $\Gamma_0$ and the emission caused by positive ions. Find the steady currents and the condition for a steady discharge with $\Gamma_0=0$. Interpret the result as a sequence of generations.

\textbf{Solution.} Electrons leave the cathode for two reasons, so
\begin{equation}
\Gamma_e(0)=\Gamma_0+\gamma\Gamma_p(0)
=\Gamma_0+\gamma M\,\Gamma_e(0).
\end{equation}
Define the feedback number $k=\gamma M$. Collecting the terms in $\Gamma_e(0)$ gives
\begin{equation}
(1-k)\Gamma_e(0)=\Gamma_0 .
\label{eq:balance}
\end{equation}
For $k<1$ it follows that
\begin{equation}
\Gamma_e(0)=\frac{\Gamma_0}{1-k}.
\label{eq:cathode}
\end{equation}
The cathode emits no negative ions, so $\Gamma_n(0)=0$. The uniform total flux, evaluated at the cathode, is
\begin{equation}
\Gamma_{\rm tot}=\Gamma_e(0)+\Gamma_p(0)
=(1+M)\Gamma_e(0)
=\Gamma_0\,\frac{1+M}{1-k}.
\label{eq:total}
\end{equation}

Now remove the external source. With $\Gamma_0=0$, equation \eqref{eq:balance} allows a nonzero $\Gamma_e(0)$ if and only if $k=1$. Written out, the self-sustainment criterion is
\begin{equation}
\boxed{\;
\frac{\gamma\alpha}{\alpha-\eta}
\left[e^{(\alpha-\eta)d}-1\right]=1
\;}
\label{eq:criterion}
\end{equation}
with the limiting form $\gamma\alpha d=1$ at $\alpha=\eta$. Without attachment, $\eta=0$ and the condition becomes $\gamma(e^{\alpha d}-1)=1$. The size of the current is left undetermined at $k=1$, because the equations are linear in the fluxes.

The number $k$ is the mean number of new cathode electrons that one cathode electron causes through its positive ions. The external flux $\Gamma_0$ leads to a first returned generation $k\Gamma_0$, then to $k^2\Gamma_0$, and so on. After $m$ returns the accumulated emission is
\begin{equation}
\Gamma_0(1+k+\cdots+k^m)=\Gamma_0\,\frac{1-k^{m+1}}{1-k}
\qquad(k\ne1).
\end{equation}
For $k<1$ it converges to \eqref{eq:cathode}. For $k=1$ the sum is $(m+1)\Gamma_0$ and grows without limit; for $k>1$ it grows geometrically. The negative value that \eqref{eq:cathode} would give for $k>1$ is not a physical flux. It signals that no steady state exists with a positive source.

\subsection*{(e) The threshold in time}

\textbf{Question.} Let electrons and positive ions drift with constant speeds $v_e$ and $v_i$. Show that cathode emission dies out after the source is removed if $k<1$, and can grow exponentially if $k>1$.

\textbf{Solution.} Let $F(t)$ be the electron flux leaving the cathode at time $t$. An electron group reaches position $x$ after a time $x/v_e$, and an ion created there needs a further time $x/v_i$ to return. The total delay is $Tx/d$, where
\begin{equation}
T=\frac{d}{v_e}+\frac{d}{v_i}
\end{equation}
is the longest round trip. One emitted electron produces on average $\alpha e^{\beta x}dx$ ions between $x$ and $x+dx$. With the source removed,
\begin{equation}
F(t)=\gamma\alpha\int_0^d e^{\beta x}\,
F\!\left(t-\frac{Tx}{d}\right)dx .
\label{eq:delay}
\end{equation}
The weights $\gamma\alpha e^{\beta x}dx$ are positive and add up to $k$.

Take first $k<1$. Let $S_0$ be the largest value of $F$ during one interval of length $T$ without a source, and $S_1$ its largest value during the next. The right side of \eqref{eq:delay} refers to times at most $T$ earlier, so $S_1\le k\max(S_0,S_1)$. If $S_1$ were positive and the larger of the two, this would require $S_1\le kS_1$, which is impossible for $k<1$. Hence $S_1\le kS_0$. The maximum falls at least by the factor $k$ in every further interval $T$, and the emission dies out.

For the growth rate, insert $F=e^{\lambda t}$ into \eqref{eq:delay} and divide by $e^{\lambda t}$:
\begin{equation}
1=K(\lambda),\qquad
K(\lambda)=\gamma\alpha\int_0^d
\exp\!\left(\beta x-\frac{\lambda T x}{d}\right)dx .
\label{eq:K}
\end{equation}
For real $\lambda$ the integrand is positive and falls as $\lambda$ rises. Thus $K$ decreases steadily, from infinity at $\lambda\to-\infty$ to zero at $\lambda\to+\infty$, and there is one real root $\lambda_0$. Since $K(0)=k$, the root is positive for $k>1$, zero for $k=1$ and negative for $k<1$. A complex root $\lambda=r+i\omega$ obeys
\begin{equation}
1=|K(r+i\omega)|\le K(r),
\end{equation}
because the modulus of an integral does not exceed the integral of the modulus. As $K$ decreases and $K(\lambda_0)=1$, this implies $r\le\lambda_0$. No oscillating mode grows faster than the real one.

For $k>1$ the solution $e^{\lambda_0t}$ therefore grows without an external source. The change from decay to growth occurs at $k=1$, the same condition that permits a steady discharge. The drift speeds set the time scale $T$ but do not enter the threshold.

\section{Breakdown gap, breakdown voltage and limits}

The second half uses the following symbols and results. The ionization and attachment coefficients are $\alpha$ and $\eta$, their difference is $\beta=\alpha-\eta$, and $\gamma$ is the electron yield per positive ion at the cathode. Across a gap $d$, one cathode electron leads on average to $G=e^{\beta d}$ electrons at the anode and to $M=\alpha(G-1)/\beta$ positive ions at the cathode. The feedback number is
\begin{equation}
k=\gamma M=\gamma\alpha\int_0^d e^{\beta x}dx ,
\label{eq:k2}
\end{equation}
and the discharge sustains itself at $k=1$. Below threshold, an external emission $\Gamma_0$ gives the cathode electron flux $\Gamma_0/(1-k)$ and the total flux $\Gamma_0(1+M)/(1-k)$. The growth rate $\lambda_0$ is the real root of $K(\lambda)=1$ in \eqref{eq:K}, with $T$ the longest round trip of an electron and its returning ion.

\subsection*{(f) The breakdown gap}

\textbf{Question.} For given coefficients, find the gap at which $k=1$. When does such a gap exist? Is $\alpha>\eta$ necessary?

\textbf{Solution.} For $\beta\ne0$, multiply the criterion \eqref{eq:criterion} by $\beta/(\gamma\alpha)$ and add one:
\begin{equation}
e^{\beta d}=1+\frac{\beta}{\gamma\alpha}.
\end{equation}
If the right side is positive, taking the logarithm gives
\begin{equation}
d_b=\frac{1}{\alpha-\eta}
\ln\!\left(1+\frac{\alpha-\eta}{\gamma\alpha}\right).
\label{eq:gap}
\end{equation}
For small $\beta$, $\ln(1+u)=u+O(u^2)$ with $u=\beta/(\gamma\alpha)$, and $d_b$ tends to $1/(\gamma\alpha)$, in agreement with the limiting criterion.

The logarithm is real when $\gamma\alpha+\alpha-\eta>0$, that is, when
\begin{equation}
(1+\gamma)\alpha>\eta .
\label{eq:exist}
\end{equation}
Under this condition $d_b$ is positive on both sides of $\alpha=\eta$: for $\beta<0$ the logarithm and its prefactor are both negative. There is one such gap, because \eqref{eq:k2} gives $dk/dd=\gamma\alpha e^{\beta d}>0$.

The condition $\alpha>\eta$ is thus sufficient but not necessary. To see why, let $\eta>\alpha$ and make the gap very long. Then $e^{\beta d}\to0$ and
\begin{equation}
M\to\frac{\alpha}{\eta-\alpha},\qquad
k\to k_\infty=\frac{\gamma\alpha}{\eta-\alpha}.
\label{eq:kinf}
\end{equation}
Practically no electron reaches the anode, but each cathode electron has still left a finite number of positive ions behind. If $k_\infty>1$, which is the same as \eqref{eq:exist}, these ions can replace it. If $k_\infty\le1$, then $k$ stays below one at every finite gap and there is no breakdown in this model.

For small $\gamma$ the additional range is narrow: $\alpha$ may lie below $\eta$ by a fraction $\gamma/(1+\gamma)$ of $\eta$ at most. It also needs long gaps, as part (j) shows with numbers.

We have shown that the discharge sustains itself at $k=1$, and that a finite breakdown gap exists exactly when $(1+\gamma)\alpha>\eta$, so that $\alpha>\eta$ is not necessary. It remains to find the breakdown voltage from a model of the coefficients, to work through numerical examples, and to examine where the criterion fails.
